# Lanczos steps and Bloch phases in monolayer Bethe-Salpeter absorption

## Two runs that disagree and agree

Two Lanczos calculations of the absorption of one model monolayer differ in nothing but the arbitrary phases of the Bloch states. Their recursion coefficients first differ by more than $10^{-6}$ eV at the 74th pair. Yet after 500 steps the two spectra differ by $9\times10^{-11}$ of the peak height. If the phases enter the electron-hole kernel but not the dipoles, the absorbance at the exciton peak falls from 0.1275 to 0.0019 for this random draw of phases.

These numbers concern a setting offered by electronic-structure programs: solving the Bethe-Salpeter equation by recursion instead of diagonalization, with a chosen number of steps and a chosen broadening. What follows derives what the recursion computes, how many steps it needs, and what must be consistent in its input.

## The matrix and the dipole vector

The algebra is in atomic units. The model has one valence and one conduction band, static screening and zero exciton momentum. It keeps upward transitions alone (the Tamm-Dancoff approximation). Sites $A$ and $B$ of a honeycomb lattice have energies $\pm\Delta$ and nearest-neighbour hopping $t$. With Bloch sums carrying $e^{i\mathbf k\cdot\mathbf R}$,

$$h(\mathbf k)=\begin{pmatrix}\Delta&f\\ f^*&-\Delta\end{pmatrix},\qquad f=t\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R},\qquad E_{c,v}=\pm\sqrt{\Delta^2+|f|^2},$$

where $\mathbf R$ runs over the cells of the three $B$ neighbours of an $A$ site. The eigenvectors have components $c_a(\mathbf k)$ and $v_a(\mathbf k)$.

The starting vector is $x_{\mathbf k}=\langle c\mathbf k|x|v\mathbf k\rangle$. Position is diagonal in the sites, so $[h,x]$ has the $A$-$B$ element $t\,d_x$, with $\mathbf d$ the bond vector from $A$ to $B$. The velocity $i[h,x]$ therefore has $v_{AB}=it\sum d_xe^{i\mathbf k\cdot\mathbf R}$. Between eigenstates, $\langle c|[h,x]|v\rangle=(E_c-E_v)x_{\mathbf k}$, hence

$$x_{\mathbf k}=-\,i\,\frac{\langle c\mathbf k|v_x|v\mathbf k\rangle}{E_c-E_v}.$$

For the kernel, write a pair state with coefficients $A_{\mathbf k}$ as an amplitude for an electron on site $i$ and a hole on site $j$: $\Phi_{ij}=\sum_{\mathbf k}A_{\mathbf k}\psi_{c\mathbf k}(i)\psi^*_{v\mathbf k}(j)$. The attraction multiplies $\Phi_{ij}$ by $-W_{ij}$. With $N_k$ cells and as many k points, $\psi_{c\mathbf k}(\mathbf R a)=N_k^{-1/2}c_a(\mathbf k)e^{i\mathbf k\cdot\mathbf R}$, and likewise for $v$. The matrix element depends on the cell separation $\mathbf R=\mathbf R_1-\mathbf R_2$. The remaining cell sum gives $N_k$ and cancels one of the two factors $1/N_k$:

$$H_{\mathbf k\mathbf k'}=(E_c-E_v)\delta_{\mathbf k\mathbf k'}-\frac1{N_k}\sum_{ab}P^*_{ab}(\mathbf k)\Big[\sum_{\mathbf R}W_{ab}(\mathbf R)e^{-i(\mathbf k-\mathbf k')\cdot\mathbf R}\Big]P_{ab}(\mathbf k'),$$

with $P_{ab}=c_av_b^*$. Acting on a vector, this means: multiply by $P_{ab}$, transform to $\mathbf R$, multiply by $W_{ab}(\mathbf R)$, transform back, multiply by $-P^*_{ab}$ and sum over $a,b$. The full matrix need not be stored, and the cost grows as $N_k\ln N_k$. On a $6\times6$ grid this product was tested against the explicit double sum over sites; the largest difference was $2\times10^{-14}$ eV.

**Screening.** A sheet of polarizability $\alpha_s$ in surroundings of mean permittivity $\kappa$ responds to a unit charge with induced density $-\alpha_sq^2W$. Thus $W=(2\pi/\kappa q)(1-\alpha_sq^2W)$, or $W(q)=2\pi/[q(\kappa+r_0q)]$ with $r_0=2\pi\alpha_s$. In real space,

$$W(r)=\int_0^\infty\!\frac{J_0(qr)\,dq}{\kappa+r_0q}=\frac1{r_0}\int_0^\infty\!\frac{e^{-\kappa ru/r_0}}{\sqrt{1+u^2}}\,du=\frac{\pi}{2r_0}\left[\mathbf H_0\!\left(\frac{\kappa r}{r_0}\right)-Y_0\!\left(\frac{\kappa r}{r_0}\right)\right].$$

The second form follows from $1/(\kappa+r_0q)=\int_0^\infty e^{-s(\kappa+r_0q)}ds$, the integral $\int_0^\infty J_0(qr)e^{-sr_0q}dq=(r^2+r_0^2s^2)^{-1/2}$, and $s=ru/r_0$. As a function $F(y)$ of $y=\kappa r/r_0$, the $u$ integral obeys $F''+F'/y+F=1/y$ and decays without oscillation; this fixes the combination of Struve function $\mathbf H_0$ and Bessel function $Y_0$. At large distance $W\to1/(\kappa r)$; at short distance it grows logarithmically. The model replaces $r$ by $\sqrt{r^2+s_0^2}$, which keeps the on-site value finite, and takes the nearest periodic image, so no divergent $q=0$ term enters.

**Exchange.** For a spin singlet the exchange kernel is $(2/N_k)\sum_{ab}\rho_a(\mathbf k)V_{ab}\rho_b^*(\mathbf k')$, with $\rho_a=c_a^*v_a$ and $V_{ab}$ the lattice sum of the bare interaction. Orthogonality of the bands gives $\rho_B=-\rho_A$, so the kernel is a constant times $\rho_{\mathbf k}\rho^*_{\mathbf k'}$, with $\rho=\rho_A$. This vector describes a charge imbalance between sublattices, which a threefold rotation leaves alone, while the dipoles $(x,y)$ rotate as a vector. The pair of overlaps $\langle x|(z-H)^{-1}|\rho\rangle$ and $\langle y|(z-H)^{-1}|\rho\rangle$ would have to be a plane vector unchanged by a 120° turn, so it vanishes. The normalized overlap was tested on a $30\times30$ grid and is $6\times10^{-15}$. Exchange therefore drops out of this model's in-plane spectrum. Orbitals with dipoles on a single site, strain, or finite exciton momentum remove that argument.

## What the recursion computes

The quantity needed is $G(z)=\langle x|(z-H)^{-1}|x\rangle$ at $z=\omega+i\eta$, where $\eta$ is the Lorentzian half-width. Start from $q_0=x/\|x\|$, with $b_0=0$, and generate

$$b_{n+1}q_{n+1}=(H-a_n)q_n-b_nq_{n-1},\qquad a_n=\langle q_n|H|q_n\rangle,\qquad b_{n+1}>0 .$$

The vectors are orthonormal by induction. The choice of $a_n$ removes the overlap with $q_n$. Since $H$ is Hermitian, $\langle q_{n-1}|H|q_n\rangle=b_n$, so the last term removes the overlap with $q_{n-1}$. For $m<n-1$, $Hq_m$ lies in the span of $q_0,\dots,q_{m+1}$ and is orthogonal to $q_n$. In this basis $H$ is a tridiagonal matrix $T$.

To obtain the corner element $y_0$ of $(z-T)^{-1}$, solve $(z-T)y=e_0$. The first row reads $(z-a_0)y_0-b_1y_1=1$. The other rows give $y_1=b_1g_1y_0$, where $g_1$ is the corner element of the resolvent with the first row and column removed. Hence $y_0=1/(z-a_0-b_1^2g_1)$, and repeating the step gives

$$G(z)=\cfrac{\|x\|^2}{z-a_0-\cfrac{b_1^2}{z-a_1-\cfrac{b_2^2}{z-a_2-\cdots}}}.$$

The first coefficients have a direct meaning: $a_0$ is the dipole-weighted mean of the excitation energies, attraction included, and $b_1$ is their standard deviation. In the example below they are 2.839 and 0.836 eV, and $a_1=4.220$ eV. Two steps already estimate the lowest exciton as the lower eigenvalue of a $2\times2$ matrix:

$$\frac{2.839+4.220}{2}-\sqrt{\Big(\frac{4.220-2.839}{2}\Big)^2+0.836^2}=3.530-1.084=2.446\ \text{eV}.$$

By the variational principle this lies above the converged value, 2.040 eV.

## How many steps

After $M$ steps the vectors $H^pq_0$ with $p\le M-1$ are represented without error. Placing one further $H$ between two of them shows that all moments $\langle x|H^p|x\rangle$ up to $p=2M-1$ are correct. So if $1/(z-E)$ is replaced by any polynomial of degree $2M-1$ in $E$, the full and the truncated calculation agree on it. The error of $G$ is then at most $2\|x\|^2$ times the largest error of that polynomial on the spectral range $[E_{\min},E_{\max}]$, which also contains the eigenvalues of the truncated $T$.

Let $E_0$ be the centre and $C$ the half-width of the range, $\zeta=(z-E_0)/C$, $s=(E-E_0)/C$ and $\zeta=\tfrac12(u+1/u)$ with $|u|>1$. The generating function of the Chebyshev polynomials $T_n(s)$ gives

$$\frac1{\zeta-s}=\frac{1}{\sqrt{\zeta^2-1}}\Big[1+2\sum_{n\ge1}u^{-n}T_n(s)\Big].$$

Since $|T_n|\le1$, cutting the sum after $n=2M-1$ leaves at most $2|u|^{-2M}/[\,|\sqrt{\zeta^2-1}|(1-|u|^{-1})]$. For $\omega$ inside the range and small $\eta$, put $u=e^{\delta+i\theta}$. Then $\zeta=\cosh\delta\cos\theta+i\sinh\delta\sin\theta$, so $\delta\simeq\eta/(C\sin\theta)$, or

$$\delta\simeq\frac{\eta}{\sqrt{(\omega-E_{\min})(E_{\max}-\omega)}} .$$

Using $|\sqrt{\zeta^2-1}|\simeq\sin\theta$, $1-|u|^{-1}\simeq\delta$ and the factor $1/C$ from $1/(z-E)$, the bound becomes

$$|G-G_M|\lesssim\frac{4\|x\|^2}{\eta}\,e^{-2M\delta}.$$

An isolated exciton holding a share $S$ of the dipole weight gives a peak of height $S\|x\|^2/\eta$. The error relative to that peak is thus at most about $(4/S)e^{-2M\delta}$. To reach relative error $\varepsilon$ it suffices to take

$$M\simeq\frac{\sqrt{(\omega-E_{\min})(E_{\max}-\omega)}}{2\eta}\,\ln\frac{4}{S\varepsilon}.$$

The estimate requires $\omega$ to lie inside the range by clearly more than $\eta$; at either end it would wrongly give zero steps. Halving the broadening doubles this estimate. With $\omega$ and $E_{\min}$ fixed, raising $E_{\max}$ increases it as $\sqrt{E_{\max}-\omega}$, so high bands can cost steps even when the plotted window is narrow. The number actually needed may be smaller and grow more slowly, because the estimate comes from an upper bound on the error. The number of k points does not appear.

## Why phases cancel

Replace $|c\mathbf k\rangle$ by $e^{i\alpha_{\mathbf k}}|c\mathbf k\rangle$ and $|v\mathbf k\rangle$ by $e^{i\beta_{\mathbf k}}|v\mathbf k\rangle$, and let $\phi_{\mathbf k}=\alpha_{\mathbf k}-\beta_{\mathbf k}$. Then $P_{ab}$ gains $e^{i\phi_{\mathbf k}}$. The kernel gains $e^{-i\phi_{\mathbf k}}e^{i\phi_{\mathbf k'}}$, and the dipole, whose bra is the conduction state, gains $e^{-i\phi_{\mathbf k}}$. With the diagonal matrix $U=\mathrm{diag}(e^{i\phi_{\mathbf k}})$,

$$H'=U^\dagger HU,\qquad x'=U^\dagger x .$$

The norm of $x$ is unchanged, so $q_0'=U^\dagger q_0$. If $q_n'=U^\dagger q_n$ and $q_{n-1}'=U^\dagger q_{n-1}$, then $a_n'=\langle q_n|UU^\dagger HUU^\dagger|q_n\rangle=a_n$. The right side of the recursion is $U^\dagger$ times the old one; its norm $b_{n+1}$ is the same, and $q_{n+1}'=U^\dagger q_{n+1}$. In exact arithmetic every coefficient, and therefore $G$, is invariant.

The same proof covers degenerate bands, where a program may return any unitary mixture at each $\mathbf k$. Then $U$ is block diagonal instead of diagonal. The complete degenerate group must be kept, since a mixture across the edge of the chosen band set is not a unitary change within it.

If the kernel alone is rephased, the calculation returns $\langle x|(z-U^\dagger HU)^{-1}|x\rangle=\langle Ux|(z-H)^{-1}|Ux\rangle$, the spectrum of a scrambled dipole. For an exciton with coefficients $A_{\mathbf k}$, the strength changes from $|\sum_{\mathbf k}A^*_{\mathbf k}x_{\mathbf k}|^2$ to $|\sum_{\mathbf k}A^*_{\mathbf k}e^{i\phi_{\mathbf k}}x_{\mathbf k}|^2$. For independent uniform phases the cross terms average to zero, leaving $\sum_{\mathbf k}|A_{\mathbf k}|^2|x_{\mathbf k}|^2$: the coherent addition that makes the exciton bright is gone. The total weight $\|x\|^2$ and the exciton energies are unchanged, so neither a check of total weight nor a list of eigenvalues reveals the fault.

## From $G$ to absorbance

With spin factor $g=2$ and sample area $\mathcal A$, the sheet polarizability is $-(g/\mathcal A)[G(z)+G(-z)]$, the second term being the counter-rotating response. The conductivity is $-i\omega$ times this. Multiplying by $4\pi/c$, with $1/c=\alpha_{\rm fs}$ the fine-structure constant, gives the reduced admittance

$$s=i\,4\pi\alpha_{\rm fs}\,\omega\,\frac g{\mathcal A}\,[G(z)+G(-z)] .$$

For a free-standing sheet at normal incidence, continuity of the electric field gives $1+r=\tau$, and the current gives $1-r=\tau+s\tau$. Adding them yields $\tau=2/(2+s)$ and $r=-s/(2+s)$, so

$$1-|r|^2-|\tau|^2=\frac{|2+s|^2-|s|^2-4}{|2+s|^2}=\frac{4\,\mathrm{Re}\,s}{|2+s|^2}.$$

For small $s$ this is $\mathrm{Re}\,s$.

## A worked monolayer

The example has lattice constant $a=3.18$ Å, quasiparticle gap $2\Delta=2.60$ eV, $t=1.60$ eV, $r_0=40$ Å, $s_0=1$ Å, $\kappa=1$ and $\eta=0.05$ eV. Near a zone corner $|f|\simeq\nu q$ with $\nu=\tfrac{\sqrt3}{2}at=4.41$ eV Å. Expanding $\sqrt{\Delta^2+\nu^2q^2}$ gives a band-edge mass $\Delta/\nu^2$, here 0.51 electron masses.

On a $60\times60$ grid the lowest exciton lies at 2.040 eV (0.0750 hartree). The binding energy is $2.600-2.040=0.560$ eV (0.0206 hartree). The last two digits depend on the chosen softening length: $s_0=0.5$ Å gives 0.566 eV and $s_0=2$ Å gives 0.544 eV. On the $30\times30$ grid used for full diagonalization, the rms electron-hole distance is 11 Å, and the lowest, doubly degenerate level holds a share $S=0.30$ of the dipole weight. At the peak the weak-sheet absorbance is 0.1275. Treating $s$ as real there gives $4(0.1275)/(2.1275)^2=0.113$ for the free-standing sheet, which agrees with the full complex formula. Reradiation thus lowers the peak by about 12 per cent. In the weak-sheet formula the exciton's own contribution to the peak height varies as $1/\eta$. With reradiation the peak at first grows more slowly as $\eta$ falls. It reaches its limit of one half at $s=2$, here near $\eta=0.003$ eV, and decreases for still narrower lines. In either case peak heights can be compared only at equal broadening.

**Steps.** The largest transition energy, at the zone centre, is $2\sqrt{1.3^2+4.8^2}=9.95$ eV. The attraction cannot raise this limit, so $E_{\max}\le9.95$ eV. At the top of the plotted window, 3.4 eV, $\sqrt{(3.40-2.04)(9.95-3.40)}=2.98$ eV and $\delta=0.0168$. For $\varepsilon=10^{-3}$ the rule gives $M\simeq(2.98/0.10)\ln(13300)\simeq280$.

Comparison with full diagonalization on a $30\times30$ grid shows errors, relative to the largest value of $|\mathrm{Im}\,G|$ in the window, of 0.28, 0.048, 0.0020 and $5\times10^{-7}$ after 25, 50, 100 and 200 steps. The rule is safe here but generous. The very small error at 200 steps owes much to the small number of discrete levels on this grid; finer grids converge more slowly at such step counts.

**Phases.** The first 25 coefficient pairs of the two runs agree within $10^{-14}$ eV. In exact arithmetic all pairs would agree, so the later separation is an effect of rounding, which differs between the two runs. The proof does not cover rounding; the stable spectrum is a numerical finding for these runs.

**Grid.** The exciton energy changes by less than 0.1 meV between $30\times30$ and $90\times90$ points. The spectrum still changes by 4 per cent of its peak between $60\times60$ and $90\times90$. The coarser grid contains the zone corner, where the band transition energy equals the gap, and its k spacing is 0.038 Å$^{-1}$. One step away the transition energy is $2\sqrt{1.3^2+(4.41\times0.038)^2}-2.6\simeq0.02$ eV higher, and a second step outward adds about 0.06 eV. Higher up the spacing widens: near 3.3 eV one step outward changes the transition energy by about 0.2 eV. Such spacings are not small against $\eta$, so the continuum needs its own convergence test. A converged binding energy does not certify the spectrum.

## Beside real MoS$_2$

The inputs are rough values in the regime of monolayer MoS$_2$, for which a free-standing binding energy of roughly half an electronvolt is typical. The band model is meant for the zone corners, and its features well above the gap are not predictions for the material. The half-width is large: clean encapsulated flakes have much narrower lines, and a continuum computed at such a width would need more steps and a finer grid.

A channel on an oxide is not free-standing. With $\kappa=2.45$, the mean of 1 for air and 3.9 for the oxide, and the quasiparticle gap held fixed, binding falls from 0.56 to 0.32 eV. The static oxide constant overstates the screening, because the binding energy lies above the oxide's optical phonon energies, by roughly a factor of two for the highest modes; the high-frequency constant, about 2.1, would reduce the binding less. Nor is this a predicted line shift, because the substrate also reduces the gap. A rough valence spin splitting of 0.15 eV, represented by two shifted gaps, gives excitons at 1.97 and 2.11 eV. Each then carries one spin species per valley, so at $\eta=0.05$ eV the single peak of 0.113 separates into two of about 0.065 and 0.069; the unsplit height should not be compared with one measured exciton line. Coupling to downward transitions moves the lowest level by $-0.05$ meV on an $18\times18$ grid. At 300 K the thermal energy is 0.026 eV, far below the binding; phonon shifts are left out. A gate density of $5\times10^{12}$ cm$^{-2}$ puts $\pi(11\times10^{-8}\,\text{cm})^2\times5\times10^{12}\,\text{cm}^{-2}=0.19$ carriers in each exciton disc of the free-standing size. With $\kappa=2.45$ the rms distance grows to 12.4 Å and the count to 0.24, so an undoped calculation is doubtful for a channel in its on state. Further bands and dynamical screening are also omitted.

## Choosing the settings

- Fix $\eta$ from the linewidth to be described, then estimate $M$ from the step formula at the window energy that demands most. Confirm it by adding steps and comparing spectra, not late coefficients.
- Refine the k grid separately for the exciton energy and for the continuum at that $\eta$.
- Take kernel and dipoles from one stored set of orbitals. If they come from separate diagonalizations, transform one set by the overlap phases, or by unitary blocks for degenerate bands.
- To test an implementation, rephase the orbitals at random, rebuild both kernel and dipoles, and require the same converged spectrum. Total weight cannot replace this test. The test has a blind spot: if kernel and dipoles use two orbital sets with a fixed phase mismatch, multiplying both sets by the same random phases leaves the wrong spectrum unchanged. Check separately that both come from one set.

The numerical output below lists the main values used here.

## Numbers as computed

```
lattice constant: 3.18 angstrom
quasiparticle gap: 2.60 eV; hopping: 1.60 eV
screening length: 40.0 angstrom; softening: 1.0 angstrom
Lorentzian half-width: 0.050 eV
on-site attraction W(0): 1.3784 eV
band-edge mass, formula: 0.5102 m_e; curvature: 0.5102 m_e
Dirac absorption integral, lattice sum: 0.02444 (no unit)
Dirac absorption integral, formula: 0.02449 (no unit)
largest FFT kernel error against site sums: 1.8e-14 eV
relative spectrum error, 30x30 grid, 25 steps: 2.76e-01
relative spectrum error, 30x30 grid, 50 steps: 4.85e-02
relative spectrum error, 30x30 grid, 100 steps: 1.96e-03
relative spectrum error, 30x30 grid, 200 steps: 4.81e-07
relative spectrum error, 30x30 grid, 400 steps: 4.28e-14
dipole weight in lowest exciton pair, 30x30: 0.3001
normalized exchange-dipole overlap: 5.7e-15
main grid: 60x60; Lanczos steps: 500
a_0: 2.839494 eV; b_1: 0.835719 eV
a_1: 4.219767 eV; b_2: 1.600006 eV
a_2: 5.228245 eV; b_3: 1.655357 eV
largest relative dipole change from random phases: 1.992
largest change in first 25 coefficient pairs: 8.9e-15 eV
first pair differing by over 1e-6 eV: number 74
relative spectrum change, consistent phases: 9.4e-11
relative spectrum change, kernel phases only: 0.9849
absorbance at exciton peak, kernel phases only: 0.00193
lowest exciton, 18x18 grid: 2.03455 eV
lowest exciton, 30x30 grid: 2.03993 eV
lowest exciton, 42x42 grid: 2.03995 eV
lowest exciton, 60x60 grid: 2.03995 eV
lowest exciton, 90x90 grid: 2.03995 eV
relative spectrum change, 60x60 to 90x90: 0.0434
main exciton energy: 2.0399 eV = 0.074967 hartree
binding energy: 0.5601 eV = 0.020581 hartree
rms electron-hole distance: 10.98 angstrom
spectral peak on energy grid: 2.040 eV
peak absorbance, weak-sheet formula: 0.1275
peak absorbance with sheet reradiation: 0.1127
shift from antiresonant coupling, 18x18: -0.051 meV
oxide-side mean permittivity: 2.45 (no unit)
binding on oxide at fixed gap, 42x42: 0.3152 eV
rough valence spin splitting input: 0.150 eV
spin-split A and B excitons, 42x42: 1.9693, 2.1107 eV
thermal energy at 300 K: 0.02585 eV
gate carrier density input: 5.0e+12 cm^-2
gate carriers per exciton disc: 0.1892 (no unit)
```
